Electron Energy Loss Beside a Metal Sphere: Multipole Modes and Distance, part 1

(Sections cited here and not found follow in the second part.)

**I. From the passing charge to the loss formula**

A calculation of the energy-loss spectrum of a small sphere, with the electron beam passing outside it, involves two choices: how far from the surface to place the beam, and at which multipole order l to stop the sum. A beam too far out leaves almost no signal, and a sum cut too early misses part of the spectrum of a close beam. Both choices rest on how the loss in each multipole depends on the impact parameter, so that dependence has to be derived with its prefactors.

**The model and the quantity sought**

A sphere of radius a is centred at the origin. It is neutral, stands in vacuum, and has a local relative permittivity ε(ω). An electron of charge −e moves at constant speed v along

r_e(t) = (b, 0, vt), with b > a.

The straight path at constant speed is justified when the energy lost and the deflection are small compared with the kinetic energy and the forward motion. The fields are taken as quasistatic, which requires ωa/c ≪ 1 and (v/c)² ≪ 1. A further condition, on distant beams, is found in the second half. The response is linear.

Time Fourier transforms are defined by

f(ω) = ∫ dt e^{iωt} f(t), f(t) = ∫ (dω/2π) e^{−iωt} f(ω),

with both integrals over the whole real axis. Real fields produce real responses, so ε(−ω) = ε(ω)*. With this sign convention an absorbing material has Im ε > 0 for ω > 0.

The loss function Γ(ω) is defined through the total energy ΔE that the electron gives up:

ΔE = ∫₀^∞ dω ħω Γ(ω). (1)

The energy is computed classically. Dividing it into quanta ħω makes Γ a mean number of quanta per unit angular frequency. The second half shows when this is also a probability.

**The electron's potential in multipoles**

Let θ and φ be the polar angles about the z axis, which is parallel to the path, and let u = cos θ. The associated Legendre functions are taken without an alternating sign: P_l^m(u) = (1 − u²)^{m/2} d^mP_l/du^m. On the path φ = 0. For r < r_e, the Legendre expansion of the inverse distance and the addition theorem give

1/|r − r_e| = Σ_{l≥0} Σ_{m=0}^{l} C_lm (r^l/r_e^{l+1}) P_l^m(cos θ) P_l^m(cos θ_e) cos mφ,

C_lm = (2 − δ_{m0}) (l − m)!/(l + m)!. (2)

The factor 2 for m > 0 collects the terms +m and −m. The condition r < r_e holds on the sphere at all times, because r_e ≥ b > a. Define the outer multipole function and its time transform along the path,

M_lm(r) = P_l^m(cos θ)/r^{l+1}, S_lm(ω) = ∫ dt e^{iωt} M_lm(r_e(t)). (3)

The electron's potential near the sphere is then

Φ_ext(r,ω) = −(e/4πε₀) Σ_lm C_lm S_lm(ω) r^l P_l^m(cos θ) cos mφ. (4)

All information about the path is now in S_lm.

**Multipole functions as derivatives of 1/r**

The integral S_lm becomes simple once M_lm is written as a derivative of 1/r. Let D = ∂_x + i∂_y. For a function of r alone, Df(r) = (x + iy) f′(r)/r, and D(x + iy) = 1 + i² = 0. Each further D therefore acts on the radial factor alone. Since (1/r) d/dr of r^{−(2k−1)} is −(2k − 1) r^{−(2k+1)}, m applications give

D^m(1/r) = (−1)^m (2m − 1)!! (x + iy)^m/r^{2m+1}.

The leading coefficient of P_m is (2m)!/(2^m m!²), so its mth derivative is (2m)!/(2^m m!) = (2m − 1)!!, and P_m^m = (2m − 1)!! sin^mθ. With (x + iy)^m = r^m sin^mθ e^{imφ} this becomes

D^m(1/r) = (−1)^m M_mm e^{imφ}. (5)

Next, l is raised at fixed m. The function M_lm e^{imφ} solves Laplace's equation away from the origin and scales as r^{−(l+1)}. Its z derivative also solves Laplace's equation, has the same φ dependence, and scales as r^{−(l+2)}. It must therefore be a constant k times M_{l+1,m} e^{imφ}. The constant follows from the behaviour near the positive z axis. There, with ρ the distance from the axis,

M_lm ≈ p_l ρ^m z^{−(l+m+1)}, p_l = d^mP_l/du^m at u = 1.

To find p_l, differentiate Legendre's equation k times and set u = 1. The term with (1 − u²) drops out, leaving

P_l^{(k+1)}(1) = [(l − k)(l + k + 1)/(2(k + 1))] P_l^{(k)}(1),

where the bracketed superscript counts derivatives. The product from k = 0 to m − 1, with P_l(1) = 1, is p_l = (l + m)!/[2^m m!(l − m)!]. Differentiating the near-axis form with respect to z gives −(l + m + 1)p_l = k p_{l+1}. Because p_{l+1}/p_l = (l + m + 1)/(l − m + 1), the constant is k = −(l − m + 1):

∂_z M_lm = −(l − m + 1) M_{l+1,m}. (6)

Starting from l = m and applying (6) l − m times produces the factor (−1)^{l−m}(l − m)!. Combined with the (−1)^m of (5), this gives

M_lm e^{imφ} = [(−1)^l/(l − m)!] ∂_z^{l−m} D^m (1/r). (7)

**How the Bessel functions arise**

Let q = ω/v > 0 and define I(ρ) = ∫ dz e^{iqz}/√(ρ² + z²). Away from the origin 1/r obeys Laplace's equation. Under the z transform ∂_z² becomes −q², so for ρ > 0

I″ + I′/ρ − q²I = 0.

The solution needed decays at large ρ. Its strength is fixed by the point source, ∇²(1/r) = −4πδ³(r). Integrated over z, this is a line source, so 2πρ I′ → −4π and I ≈ −2 ln ρ near the axis. The decaying solution with this behaviour is

I(ρ) = 2K_0(qρ), (8)

where the modified Bessel functions have the representation

K_m(x) = ∫₀^∞ dt e^{−x cosh t} cosh mt. (9)

For m = 0 this integral satisfies the differential equation because the integral of d/dt(sinh t e^{−x cosh t}) vanishes. For small x the integrand stays near 1 until t ≈ ln(2/x), which gives the required −ln x.

Two relations follow from (9). Differentiation gives K_m′ = −(K_{m−1} + K_{m+1})/2. Integration by parts gives mK_m = x(K_{m+1} − K_{m−1})/2. Subtracting the second, divided by x, from the first yields

K_m′ − (m/x)K_m = −K_{m+1}. (10)

In cylindrical coordinates D = e^{iφ}[∂_ρ + (i/ρ)∂_φ]. Acting on e^{imφ}K_m(qρ), it gives e^{i(m+1)φ} q[K_m′ − (m/qρ)K_m], which by (10) is −q e^{i(m+1)φ}K_{m+1}. Hence

D^m K_0(qρ) = (−q)^m e^{imφ} K_m(qρ).

Each ∂_z in (7) becomes −iq after integration by parts, and the boundary terms vanish because the functions fall to zero at large |z|. The z transform of (7) is therefore

∫ dz e^{iqz} M_lm e^{imφ} = [(−1)^l/(l − m)!] (−iq)^{l−m} (−q)^m 2K_m(qρ) e^{imφ}.

The real signs multiply to (−1)^l(−1)^{l−m}(−1)^m = 1. On the path φ = 0, ρ = b and dt = dz/v, so

S_lm(ω) = (2/v) i^{l−m} q^l K_m(qb)/(l − m)!. (11)

The order of the Bessel function is the azimuthal index m, while the power of q is l. The factor i^{l−m} records whether the pulse felt by the multipole is even or odd in time. Direct quadrature of (3) was tested against (11) for all m with l = 1 to 4, and the largest difference was about 10⁻¹¹ in scaled units.

**The response of the sphere**

Take one term A r^l P_l^m cos mφ of the applied potential. Inside the sphere the total potential is Aβ r^l times the same angular factor. Outside it is A(r^l − γ_l a^{2l+1}/r^{l+1}) times that factor. At r = a the potential is continuous, and so is the normal displacement, proportional to ε∂_rΦ inside and ∂_rΦ outside:

β = 1 − γ_l, lεβ = l + (l + 1)γ_l.

Eliminating β gives lε − lεγ_l = l + (l + 1)γ_l, so

γ_l = l(ε − 1)/(lε + l + 1). (12)

For l = 0 the numerator vanishes: a neutral sphere acquires no net charge. For l = 1 the response is the familiar (ε − 1)/(ε + 2). Multiplying numerator and denominator by the conjugate of the denominator gives

Im γ_l = l(2l + 1) Im ε/|lε + l + 1|², (13)

so every multipole with l ≥ 1 absorbs when the material does.

The coefficients A are read from (4). Their minus sign and the minus sign of the induced term combine to a plus:

Φ_ind(r,ω) = (e/4πε₀) Σ_lm C_lm γ_l a^{2l+1} S_lm(ω) M_lm(r) cos mφ. (14)

This outer form holds for r > a, and therefore along the whole path.

**Work done against the induced field**

The force on the electron is −eE. Its own field in vacuum does no work on uniform motion, so the energy lost is minus the work of the induced force:

ΔE = ev ∫ dt E_z^ind(r_e(t),t).

Write E_z^ind = −∂_zΦ_ind and transform the explicit time dependence. At fixed ω the derivative along the path is dΦ_ind(r_e(t),ω)/dt = v∂_zΦ_ind, so

ΔE = −e ∫ (dω/2π) ∫ dt e^{−iωt} (d/dt)Φ_ind(r_e(t),ω).

Integrating by parts moves the derivative onto the exponential and turns it into the factor iω:

ΔE = e ∫ (dω/2π) (−iω) ∫ dt e^{−iωt} Φ_ind(r_e(t),ω). (15)

Insert (14). Because M_lm is real, its transform with e^{−iωt} is S_lm*. Each term thus contains |S_lm|², an even function of ω. The real part of γ_l is even too; multiplied by ω it is odd and integrates to zero. The imaginary part is odd, and (−iω)(i Im γ_l) = ω Im γ_l is even. The two halves of the frequency axis contribute equally, which replaces 1/2π by 1/π:

ΔE = (e²/4π²ε₀) ∫₀^∞ dω ω Σ_lm C_lm a^{2l+1} |S_lm|² Im γ_l. (16)

From (11), |S_lm|² = 4q^{2l}K_m²/[v²(l − m)!²]. The factorials combine with C_lm as

C_lm/(l − m)!² = (2 − δ_{m0})/[(l − m)!(l + m)!],

and a^{2l+1}q^{2l} = a(qa)^{2l}. Comparing with (1) gives the Ferrell-Echenique result

Γ(ω) = [e²a/(π²ε₀ħv²)] Σ_{l≥1} W_l(ω) Im γ_l(ω), (17)

W_l(ω) = Σ_{m=0}^{l} (2 − δ_{m0})/[(l − m)!(l + m)!] (ωa/v)^{2l} K_m²(ωb/v). (18)

The prefactor has the unit of time, as a number per unit angular frequency must.

**The dipole term and an independent check**

For l = 1 both numerical weights equal 1, and W_1 = (qa)²(K_0² + K_1²). The functions M_10 and M_11 are, on the path, the z and x components of r_e/r_e³, to which the electron's field at the centre is proportional. The K_0 term is thus the longitudinal field pulse, which reverses as the electron passes, and the K_1 term is the transverse pulse, which does not. In the fast limit qb ≪ 1 the transverse pulse dominates, since K_1 ≈ 1/(qb) while K_0 grows only logarithmically.

Formula (17) was tested against a surface-charge integral equation solved on a grid of points. That calculation uses the potential (8) and the boundary conditions, but no multipole expansion. For a = 5 nm, b = 7 nm, v/c = 0.272, an energy of 6 eV and ε = −2.2 + 1.0i, the grid gives 3.9397 × 10⁻³ per eV and the series 3.9395 × 10⁻³ per eV. The dipole term alone gives 3.246 × 10⁻³ per eV, so the agreement includes the higher multipoles.

Both sides of that comparison rely on (15). A second test does not: an undamped dipole oscillator was followed in time as the electron passed, and the energy left in it was compared with the l = 1 result. The two agree to the printed digits, at 6.07918 × 10⁻² eV.

**II. Modes, line strengths and distance**

The symbols carried over are these. The sphere has radius a and permittivity ε(ω); the electron has speed v and impact parameter b > a; and q = ω/v. The mean number of quanta lost per unit angular frequency is

Γ(ω) = [e²a/(π²ε₀ħv²)] Σ_{l≥1} W_l(ω) Im γ_l(ω),

with γ_l = l(ε − 1)/(lε + l + 1) from (12) and W_l(ω) the sum over m in (18), whose terms are proportional to (qa)^{2l}K_m²(qb). The material enters through γ_l and the path through W_l. The representation (9), K_m(x) = ∫₀^∞ dt e^{−x cosh t} cosh mt, supplies all the limits needed below.

**The modes of a Drude sphere**

For a free-electron metal with plasma frequency ω_p and damping rate η, ε = 1 − ω_p²/[ω(ω + iη)]. Write Q = ω(ω + iη). Then ε − 1 = −ω_p²/Q and lε + l + 1 = (2l + 1) − lω_p²/Q. Multiplying numerator and denominator of γ_l by −Q gives

γ_l = lω_p²/[lω_p² − (2l + 1)Q].

Dividing both by 2l + 1 gives an oscillator response:

γ_l = ω_l²/(ω_l² − ω² − iωη), ω_l = ω_p √(l/(2l + 1)). (19)

Without damping, ω_l is the frequency at which lε + l + 1 = 0, so that an induced field can exist with no applied one. The dipole mode lies at ω_p/√3. As l grows the frequencies rise towards ω_p/√2, where ε = −1. This is the flat-surface value: the field of a high multipole falls off within a depth of order a/l, over which the surface hardly curves.

There is no line at ω_p. At that frequency an undamped metal has ε = 0, and (12) gives the finite real value γ_l = −l/(l + 1). The loss is therefore free of a bulk-plasmon peak for a path that stays outside, within this local model.

**From spectrum to line strength**

For weak damping, put ω = ω_l + x with x small. Then ω_l² − ω² ≈ −2ω_l x, and (19) gives

Im γ_l ≈ ω_l³η/(4ω_l²x² + ω_l²η²) = (ω_l/2) (η/2)/(x² + η²/4). (20)

The last factor is a Lorentzian of area π and full width η. As η → 0 the response becomes (π/2)ω_l δ(ω − ω_l). Integrating (17) over the line gives its strength,

P_l = [e²aω_l/(2πε₀ħv²)] W_l(ω_l). (21)

Integrals over narrow spectra with ħη = 0.002 eV were tested against (21) for l = 1, 2 and 3, and differ from it by less than 0.02 per cent.

P_l is a mean number. To see what it says about probabilities, treat an undamped mode as a quantum oscillator with lowering operator c, driven by the electron as a prescribed classical source g(t). Its equation of motion is dc/dt = −iω_l c − ig(t), and the solution is

c(t) e^{iω_l t} = c(−∞) − i ∫_{−∞}^{t} dt′ g(t′) e^{iω_l t′},

where c(−∞) denotes the initial operator with its free phase removed. The source shifts c by a number. A mode that starts in its ground state therefore ends in an eigenstate of the lowering operator, with some eigenvalue α. Such a state contains n quanta with probability e^{−|α|²}|α|^{2n}/n!, and its mean energy above the ground state is ħω_l|α|². Independent modes multiply these distributions, so the total number also follows a Poisson law, with mean N = Σ_l P_l. The probability of losing a single quantum is Ne^{−N}. It agrees with N when N ≪ 1, and in this regime Γ may be called a loss probability per unit frequency.

The loss formula for an electron passing outside the sphere has been derived with its prefactors, and for a weakly damped Drude metal it gives the mode frequencies and line strengths. What remains is to find how the loss falls with distance and where the multipole sum may be stopped, and to work through an example and the limits of the result.
